Jacobi-Sweep Orbital Localization: Pair Angles, Operation Counts and Saddle Points

**A vanishing gradient at the worst point**

Take the valence 2s and 2p orbitals of one spin in the oxygen atom and try to make them compact. The largest derivative of the Foster-Boys functional with respect to the rotation angle of any orbital pair is 1.8×10⁻¹⁵ bohr², which is zero to rounding. A gradient test would declare the orbitals localized. Yet rotating 2s with a single 2p orbital by 45° raises the functional from zero to 0.83031 bohr².

The orbitals come from spherically averaged unrestricted Hartree-Fock in the cc-pVTZ basis. The majority spin fills 1s, 2s and all three 2p orbitals; the one minority 2p electron is spread equally over three orbitals. This reference omits electron correlation and the anisotropy of the real open shell. The oxygen values below are those of this basis and are not converged to the digits shown. Near the basis limit (aug-cc-pV5Z) the dipole element μ drops from 0.644 to 0.638 bohr, the final L from 1.245 to 1.221 bohr², the centroid distance from 0.558 to 0.553 bohr, and the summed spreads by about 3%. With integer instead of averaged occupations, the final L in cc-pVTZ is 1.287 bohr². Within the averaged model, ratios such as L/μ² and the angles do not depend on the basis. The 1s orbital is left out of the rotations. Since the four valence orbitals are equally occupied, an orthogonal rotation among them leaves the density matrix and the energy unchanged.

Foster-Boys localization minimizes the summed spread

Σ_i [⟨i|r²|i⟩ − |⟨i|r|i⟩|²].

The first term is a trace, which rotations do not change. Minimizing the spread is therefore the same as maximizing

L = Σ_i |⟨i|r|i⟩|².

**One pair by hand**

By parity, 2s and 2p have no dipole moment of their own. Their coupling along the axis of the p orbital is μ = 0.64433 bohr, so μ² = 0.41516 bohr². Form

h₁ = cosθ |s⟩ + sinθ |p⟩,  h₂ = −sinθ |s⟩ + cosθ |p⟩.

The centroid of h₁ is 2 sinθ cosθ μ = μ sin2θ, and that of h₂ is −μ sin2θ. Hence

L(θ) = 2μ² sin²2θ = μ²(1 − cos4θ).

The derivative 4μ² sin4θ vanishes at θ = 0, but the second derivative there is +16μ²: the canonical pair is a minimum. The maximum is at 45°, where L = 2μ² = 0.83031 bohr².

**Four orbitals by hand**

Write a general valence orbital as a_i|s⟩ + b_i·|p⟩, with |b_i|² = 1 − a_i². Its centroid is 2μ a_i b_i, because only s–p elements contribute and μ is the same in all directions. With the s weight q_i = a_i²,

L = 4μ² Σ_i q_i(1 − q_i) = 4μ²(1 − Σ_i q_i²).

Here Σ_i q_i = 1, since the a_i form a row of an orthogonal matrix. A rotation of orbitals i and j keeps q_i + q_j fixed, and

q_i² + q_j² = ½(q_i + q_j)² + ½(q_i − q_j)².

The best rotation makes the two weights equal. This can be done, because the rotation turns the vector (a_i, a_j) to any direction. Each step thus averages two weights. One sweep over all six pairs gives

start: (1, 0, 0, 0)
pair 12: (1/2, 1/2, 0, 0)
pair 13: (1/4, 1/2, 1/4, 0)
pair 14: (1/8, 1/2, 1/4, 1/8)
pair 23: (1/8, 3/8, 3/8, 1/8)
pair 24: (1/8, 1/4, 3/8, 1/4)
pair 34: (1/8, 1/4, 5/16, 5/16).

Now Σq² = 70/256, so L/μ² = 4 × 186/256 = 2.90625, the value found in the actual sweep. The maximum has all q_i = 1/4 and L = 3μ².

The approach to it can also be followed. After the first sweep the weights have the form (1/4 − 2δ, 1/4, 1/4 + δ, 1/4 + δ), with δ = 1/16. In the next sweep, pair 12 gives the first orbital 1/4 − δ, pair 13 gives it 1/4, and pair 14 gives it 1/4 + δ/2. It is not touched again. Pair 23 averages 1/4 − δ with 1/4 and gives 1/4 − δ/2; pair 24 averages this with 1/4 + δ/2 and gives 1/4; pair 34 makes the last two equal. The old form returns with δ replaced by −δ/4. Since 3μ² − L = 24μ²δ², each further sweep reduces the error in L by a factor of 16. The values 2.90625, 2.99414 and 2.99963 for L/μ² show this. Convergence is linear, not quadratic.

The result is four sp³ hybrids with L = 1.24547 bohr². The summed spread falls by this amount, from 6.81104 to 5.56558 bohr², up to rounding. Each centroid lies at 2μ × ½ × √3/2 = 0.558 bohr (0.295 Å) from the nucleus. Orthogonality gives b_i·b_j = −a_i a_j = −1/4 up to the signs of the orbitals, which do not affect the centroids. The cosine between centroids is (−1/4)/(3/4) = −1/3, an angle of 109.47°.

**The general pair rotation**

Let n real orthonormal orbitals have m symmetric matrices A^a, and maximize

L = Σ_a Σ_i (A^a_ii)².

For Foster-Boys, A^a are the matrices of x, y and z. For Pipek-Mezey, there is one population matrix per atom. With coefficients C and basis overlap S, the Mulliken choice is

Q^A_ij = ½ Σ_{r in A} [C_ri (SC)_rj + (SC)_ri C_rj].

The Löwdin choice uses X = S^{1/2}C and Q^A_ij = Σ_{r in A} X_ri X_rj. Pipek-Mezey maximizes the summed squares of the diagonal populations, so the same algebra serves both functionals.

Rotate i' = cosθ i + sinθ j and j' = −sinθ i + cosθ j. For one matrix,

A'_ii = cos²θ A_ii + sin²θ A_jj + 2 sinθ cosθ A_ij.

Set M = (A_ii + A_jj)/2, d = (A_ii − A_jj)/2 and o = A_ij. The double-angle identities give

A'_ii = M + d cos2θ + o sin2θ,
A'_jj = M − d cos2θ − o sin2θ.

In the sum of squares the cross terms cancel:

A'_ii² + A'_jj² = 2M² + 2(d cos2θ + o sin2θ)²
= 2M² + d² + o² + (d² − o²) cos4θ + 2do sin4θ.

The diagonal elements of other orbitals do not change. Summing over a,

L(θ) = constant + P cos4θ + R sin4θ,
P = Σ_a [(A_ii − A_jj)²/4 − A_ij²],
R = Σ_a (A_ii − A_jj) A_ij.

Writing P = G cosα and R = G sinα, with G = √(P² + R²), turns the variable part into G cos(4θ − α). Its maximum and the gain over θ = 0 are

θ = ¼ atan2(R, P),  gain = G − P.

Adding 90° to θ merely exchanges the two orbitals, up to a sign. The two-argument arctangent is essential: ¼ arctan(R/P) gives a minimum when P < 0. The oxygen pair has P = −μ² and R = 0, so that formula returns zero instead of ±45°. If P = R = 0, the pair is flat and is left alone.

For P > 0 and small R, G − P loses digits by cancellation. Multiplying and dividing by G + P gives the stable form

gain = R²/(G + P).

Direct searches on the defining functionals, the spread and the Mulliken populations, agree with the angle formula to 2×10⁻⁸ rad.

As a Pipek-Mezey example, take a chain of eight sites with one function each. Site energies are zero, neighbour couplings alternate between −1.0 and −0.6 in an arbitrary energy unit, and the overlaps are 0.20 and 0.12. Sweeps on the four lowest orbitals raise L from 0.62313 to 1.86929. Each localized orbital sits on one strong bond, with populations near 0.488 per site on the end bonds and 0.478 on the inner ones. Four orbitals shared equally by two sites each would give 4 × (¼ + ¼) = 2; the tails on other sites account for the difference.

**Operations per sweep**

Count each addition or multiplication as one operation and leave out the few trigonometric calls per pair. Forming the initial matrices is a separate cost.

Suppose all A^a are stored. For each a, P and R need one subtraction, three products and three accumulations, seven operations; two more complete P. A plane rotation costs four products and two additions per component pair. Updating two columns and two rows of each matrix costs 12n, and rotating N coefficient rows costs 6N. With n(n − 1)/2 pairs,

W_stored = n(n − 1)/2 × [m(12n + 7) + 2 + 6N].

For Foster-Boys m = 3, and the leading terms are (n²/2) × 36n = 18n³ and (n²/2) × 6N = 3n²N: cubic growth with system size. For Pipek-Mezey m is the number of atoms, and the leading term 6mn³ is quartic.

The quartic term comes from updating stored populations that are mostly not needed at that moment. With Löwdin charges, the elements ii, jj and ij for all atoms can instead be formed from two columns of X. This takes 3N products and 3N additions, because each basis function belongs to one atom. The coefficients need not be carried along; they are recovered once after convergence as C = S^{−1/2}X. Rotating the columns of X adds 6N:

W_fly = n(n − 1)/2 × [12N + 7m + 2],

which is cubic. For n = m = 8 and N = 32, there are 28 pairs. The stored route costs 28 × 1018 = 28,504 operations, and the other 28 × 442 = 12,376. Operations recorded during actual sweeps equal these formulas. On doubling the system to n = 16, the counts grow by 15.03 and 8.55, near the limits 16 and 8. The total cost also contains the number of sweeps, which these formulas do not predict.

**What a converged sweep proves**

No step lowers L, and L cannot exceed Σ_a Tr[(A^a)²], the sum of all squared matrix elements, which rotations leave unchanged, so the values of L converge. When every pair gain is zero, G = P for every pair, hence R = 0 and P ≥ 0. This excludes the oxygen minimum. It does not exclude a direction in which several pairs must rotate together.

To examine all directions, let U = exp(K) with K antisymmetric, and define the new orbitals as i' = Σ_k k U_ki. For i < j the independent variable is κ_ij = K_ji, which matches the sign of θ. To second order,

UᵀAU = A + AK − KA + ½(AK² − 2KAK + K²A).

Since K is antisymmetric, −(KA)_ii = (AK)_ii. Since K² is symmetric, (K²A)_ii = (AK²)_ii. The diagonal changes by

2(AK)_ii + (AK²)_ii − (KAK)_ii.

Squaring the new diagonal gives the first-order change

L₁ = 4 Σ_a Σ_ik A_ii A_ik K_ki.

A pair i < j contributes 4(A_ii − A_jj)A_ij κ_ij for each a, so its gradient is 4R. The second-order change is

L₂ = Σ_a Σ_i {4[(AK)_ii]² + 2A_ii[(AK²)_ii − (KAK)_ii]}.

The first part is 4 Σ_kl A_ik A_il K_ki K_li. In the last part K_ik = −K_ki, which gives +2A_ii Σ_kl A_kl K_ki K_li. In the middle part (K²)_ki = −Σ_j K_kj K_ij. Renaming the common column j as i, and the old i as l, gives −2 Σ_i Σ_kl A_ll A_kl K_ki K_li. Symmetrizing in k and l replaces 2A_ll by A_kk + A_ll. Therefore

L₂ = Σ_i Σ_kl K_ki K_li M^i_kl,
M^i_kl = Σ_a [4A_ik A_il + (2A_ii − A_kk − A_ll) A_kl].

Define the Hessian H by L₂ = ½ κᵀHκ. The coefficient of κ_ij² is

M^i_jj + M^j_ii = Σ_a [8A_ij² − 2(A_ii − A_jj)²] = −8P,

so the diagonal element is −16P. Two different pairs sharing orbital i couple through 2M^i_kl in the variables K_ki and K_li, with a sign change for each variable that is −κ. Pairs without a common orbital do not couple. Finite differences of the defining functionals confirm the whole matrix.

In oxygen the canonical Hessian has three eigenvalues 16μ² and three zeros. The hybrids have three eigenvalues −8μ² and three zeros. These last zeros are not hidden saddles: a common rotation of the p parts leaves every q_i, and hence L, unchanged. In general, though, a zero eigenvalue leaves the question open at second order.

**A saddle that pair rotations accept**

Consider orbitals s, p_x and p_y in a trigonal environment. Let μ be the s–p dipole element along each axis, and let

⟨p_x|x|p_x⟩ = ε,  ⟨p_y|x|p_y⟩ = ⟨p_x|y|p_y⟩ = −ε,  ε > 0.

The model has no z elements. For an orbital with components (ζ, ρ cosφ, ρ sinφ), the centroid is

x = 2μζρ cosφ + ερ² cos2φ,
y = 2μζρ sinφ − ερ² sin2φ.

Using cosφ cos2φ − sinφ sin2φ = cos3φ, its squared length is

4μ²ζ²ρ² + ε²ρ⁴ + 4μεζρ³ cos3φ.

Three equivalent hybrids have ζ² = 1/3, ρ² = 2/3 and azimuths φ₀, φ₀ + 120° and φ₀ + 240°. Then

L(φ₀) = (8/3)μ² + (4/3)ε² + (8√2/3)με cos3φ₀.

At φ₀ = 0 this is (4/3)(√2μ + ε)²; at 180° it is (4/3)(√2μ − ε)². For μ = 1 bohr and ε = 0.2 bohr, the values are 3.47425 and 1.96575 bohr².

The lower set is stationary. Threefold symmetry makes the three pair gradients equal when the pairs are oriented cyclically, and their sum is proportional to dL/dφ₀ = 0. To find P, note that the centroids are 120° apart and each has squared length L/3, so |c_i − c_j|² = L. The sum of all squared matrix elements, 4(μ² + ε²), is invariant and equals L plus six equal off-diagonal contributions. Thus

P = L/4 − [4(μ² + ε²) − L]/6
= 0.49144 − 0.36571 = 0.12573 bohr².

Every pair is at its maximum. But rotating all hybrids together by φ has Σκ² = φ², since three pair angles of magnitude φ/√3 are involved. The second derivative along this unit direction is

9 × (8√2/3)με = 24√2 με = 6.7882 bohr² > 0.

The set is a saddle. Inserting L into P ≥ 0, with x = ε/μ, gives

5(√2 − x)² ≥ 6(1 + x²), or x² + 10√2 x − 4 ≤ 0.

The trap therefore exists for 0 < ε/μ ≤ 3√6 − 5√2 = 0.2774, with P = 0 at the upper end. At ε = 0.3 bohr, P is −0.03696 bohr², and ordinary sweeps leave the symmetric start.

A start displaced by 10⁻⁶ rad along the unstable direction shows how false convergence occurs at ε = 0.2 bohr. With a stopping threshold of 10⁻⁸ bohr² for the gain per sweep, the procedure stops after one sweep at L = 1.96575 bohr². With 10⁻¹⁸ bohr², it reaches 3.47425 bohr² in 19 or 20 sweeps, depending on the sign of the displacement. The displacement grows, but its first gains are quadratic in a small number. All 100 random starts reached the upper value, so this saddle matters here for symmetric or nearly symmetric starts. That sample does not establish a rule for molecules.

**The complete procedure**

1. Form the A^a, or X for Löwdin populations.
2. For each pair compute P and R, rotate by ¼ atan2(R, P), and add the gain. Repeat until the gain of a whole sweep is below a threshold.
3. Find the largest eigenvalue of H. If it is clearly positive, take its eigenvector as K, search L along exp(tK) for both signs of t, apply the best rotation, and return to step 2.
4. If all eigenvalues are negative and the gradient is negligible, accept a strict local maximum. If some are zero within numerical error, look for a symmetry or examine higher orders.

In the trigonal model one such escape leads from the falsely converged point to L = 3.47425 bohr², where the largest eigenvalue is −6.7882 bohr². The chain needed no escape; its largest eigenvalue is −2.9793.

A dense H has about n²/2 rows, so diagonalizing it scales as n⁶. An iterative eigenvalue solver needs only products of H with a trial K. With D the diagonal part of A, form

G_ki = Σ_a [4A_ik(AK)_ii + (2A_ii − A_kk)(AK)_ki − (ADK)_ki].

The component of Hκ for i < k is 2(G_ki − G_ik). The matrix products cost of order mn³ per trial vector, which is quartic for stored Pipek-Mezey matrices. This can be avoided, because each basis function belongs to one atom. With Löwdin populations the sums over atoms become sums over the rows of X and XK; Mulliken populations factor in the same way over the rows of C and SC. The product then costs of order Nn² per trial vector, which is cubic like the sweeps.

A vanishing gradient together with a negative Hessian (all eigenvalues below zero) certifies a local maximum, not a global one. For the trigonal model more can be said. At s weight q, an orbital contributes at most g(q) = [2μ√(q(1 − q)) + ε(1 − q)]². On a fine grid, at the chosen parameters, g lies below its tangent at q = 1/3. Summing the tangent bound with Σq = 1 gives L ≤ 3g(1/3) = 3.47425 bohr², the value reached. For a general molecule no such bound has been given here, and different starting orbitals remain the practical test. The numerical output below gives the remaining values.

Calculated quantities

```
largest angle error, Boys / Pipek-Mezey: 2.0e-08 / 9.5e-09 rad
largest Hessian error, Boys (bohr^2) / Pipek-Mezey: 1.2e-06 / 5.8e-07
O atom: s-p dipole mu = 0.64433 bohr, mu^2 = 0.41516 bohr^2
O canonical: L = 3.5e-30 bohr^2, largest gradient = 1.8e-15 bohr^2
O first pair: P = -0.41516 bohr^2, |angle| = 45.000 deg, gain = 0.83031 bohr^2
O s weights after sweep 1 (averaging rule): 1/8, 1/4, 5/16, 5/16
O after sweep 1: L/mu^2 = 2.90625000
O after sweep 2: L/mu^2 = 2.99414062
O after sweep 3: L/mu^2 = 2.99963379
O after sweep 4: L/mu^2 = 2.99997711
O converged: sweeps = 16, L = 1.24547 bohr^2
O summed spread before / after: 6.81104 / 5.56558 bohr^2
O hybrid centroid distance: 0.55800 bohr = 0.29528 angstrom
O angle between centroids: 109.471 deg
O Hessian/mu^2 canonical: -0.000 -0.000 0.000 16.000 16.000 16.000
O Hessian/mu^2 localized: -8.000 -8.000 -8.000 -0.000 0.000 0.000
trigonal model: mu = 1.0 bohr, eps = 0.2 bohr
model L at saddle / global maximum: 1.96575 / 3.47425 bohr^2
model pair P at saddle: 0.12573 bohr^2
model Hessian at saddle: -6.4116 -6.4116 6.7882 bohr^2
model pair-stability limit eps/mu: 0.277401
start displaced by 1e-06 rad, stop at sweep gain 1e-8 bohr^2: 1 sweeps, L = 1.96575 bohr^2
largest Hessian eigenvalue there: 6.7882 bohr^2
same start, stop at 1e-18 bohr^2: 19 sweeps, L = 3.47425 bohr^2
with Hessian check: escapes = 1, L = 3.47425 bohr^2, largest eigenvalue = -6.7882 bohr^2
eps = 0.3 bohr, symmetric start: P = -0.03696 bohr^2, L = 1.65530 -> 3.91804 bohr^2
random starts: 100, at global maximum: 100, at unstable points: 0
chain: sites = 8, orbitals = 4, couplings = 1.0 / 0.6, overlaps = 0.20 / 0.12
chain Pipek-Mezey L before / after: 0.62313 / 1.86929
chain escapes = 0, largest Hessian eigenvalue = -2.9793
chain orbital 1: two largest populations 0.4885, 0.4884 on sites 7, 8
chain orbital 2: two largest populations 0.4885, 0.4884 on sites 2, 1
chain orbital 3: two largest populations 0.4779, 0.4779 on sites 4, 3
chain orbital 4: two largest populations 0.4779, 0.4779 on sites 5, 6
operations per sweep, N = 4n, atoms = n: Boys, PM stored, PM on the fly
n = 4: 1578, 1908, 1332 operations
n = 8: 14084, 28504, 12376 operations
n = 16: 117960, 428400, 105840 operations
growth factor from n = 8 to 16: 8.38, 15.03, 8.55
```
